# Sauer-Freise Interdiffusivity from Composition Profiles with Changing Molar Volume: test program

```python
"""Sauer-Freise interdiffusivity with composition-dependent molar volume.

Result under test, for a step couple annealed for a time t:
  D(Y*) = V*/(2 t Y'*) * [ (1-Y*) * integral_left  of Y/V dx
                          + Y*    * integral_right of (1-Y)/V dx ]
N = mole fraction of B, Y = N scaled to run from 0 (left) to 1 (right),
V = molar volume, Y' = dY/dx, D = interdiffusion coefficient.
The profile comes from a simulation of lattice cells that exchange A and B
by intrinsic diffusion and change length; it never uses D or the formula.
Units: micrometre, second, cm^3/mol.
"""
import numpy as np
from scipy.constants import hour
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.interpolate import CubicSpline

N_LEFT, N_RIGHT = 0.1, 0.9
HALF_LENGTH = 300.0
TIME = 100 * hour
DA0, DB0, GROWTH = 0.001, 0.002, 3.0   # D_i = D_i0 * (1 + GROWTH*N)
LEVELS = np.linspace(0.1, 0.9, 9)


def molar_volume(N, model):
    pure_a, pure_b, excess = model
    return pure_a * (1 - N) + pure_b * N + excess * N * (1 - N)


def partial_volumes(N, model):
    pure_a, pure_b, excess = model
    V = molar_volume(N, model)
    slope = pure_b - pure_a + excess * (1 - 2 * N)
    return V - N * slope, V + (1 - N) * slope


def expected_diffusivity(N, model):
    """Volume-fixed interdiffusivity from intrinsic diffusivities."""
    VA, VB = partial_volumes(N, model)
    weighted = VA * (1 - N) * DB0 + VB * N * DA0
    return weighted * (1 + GROWTH * N) / molar_volume(N, model)


def anneal(model, cells):
    """Return (x, N, length change) at TIME/4 and TIME, left end at rest."""
    dx = 2 * HALF_LENGTH / cells
    N = np.where(np.arange(cells) < cells // 2, N_LEFT, N_RIGHT)
    total = dx / molar_volume(N, model)
    b = N * total
    a = total - b
    fastest = DB0 * (1 + GROWTH * N_RIGHT)
    quarter = int(np.ceil(TIME / 4 / (0.2 * dx**2 / fastest)))
    dt = TIME / (4 * quarter)
    snapshots = []
    for step in range(4 * quarter + 1):
        total = a + b
        N = b / total
        L = total * molar_volume(N, model)
        if step in (quarter, 4 * quarter):
            x = np.cumsum(L) - L / 2 - HALF_LENGTH
            snapshots.append((x, N.copy(), L.sum() - 2 * HALF_LENGTH))
        pair = L[1:] + L[:-1]
        N_face = (N[:-1] * L[1:] + N[1:] * L[:-1]) / pair
        factor = -dt * (1 + GROWTH * N_face) / (pair / 2)
        move_a = DA0 * factor * np.diff(a / L)
        move_b = DB0 * factor * np.diff(b / L)
        a[:-1] -= move_a
        a[1:] += move_a
        b[:-1] -= move_b
        b[1:] += move_b
    return snapshots


def scaled(N):
    return (N - N[0]) / (N[-1] - N[0])


def at_levels(values, Y):
    """Read off a profile quantity at LEVELS with a cubic spline in Y."""
    inside = (Y > 0.02) & (Y < 0.98)
    return CubicSpline(Y[inside], values[inside])(LEVELS)


def sauer_freise(x, N, V, t):
    """Return D, Y', left integral, right integral, V at LEVELS."""
    Y = scaled(N)
    left = cumulative_trapezoid(Y / V, x, initial=0)
    right = cumulative_trapezoid((1 - Y) / V, x, initial=0)
    right = right[-1] - right
    slope, left, right, V_star = [
        at_levels(q, Y) for q in (np.gradient(Y, x), left, right, V)]
    bracket = (1 - LEVELS) * left + LEVELS * right
    return V_star * bracket / (2 * t * slope), slope, left, right, V_star


def balance_plane(x, C):
    """Plane where the gain and loss of one component balance."""
    return ((C[-1] * x[-1] - C[0] * x[0] - trapezoid(C, x))
            / (C[-1] - C[0]))


# Main case: molar volume nonlinear in composition
curved = (7.0, 10.0, -1.0)
N_levels = N_LEFT + LEVELS * (N_RIGHT - N_LEFT)
D_true = expected_diffusivity(N_levels, curved)
early, late = anneal(curved, 600)
x, N, change = late
V = molar_volume(N, curved)
D, slope, left, right, V_star = sauer_freise(x, N, V, TIME)
error = np.max(np.abs(D / D_true - 1))
xc, Nc, _ = anneal(curved, 300)[1]
D_coarse = sauer_freise(xc, Nc, molar_volume(Nc, curved), TIME)[0]
error_coarse = np.max(np.abs(D_coarse / D_true - 1))
assert error < 5e-3
assert error < error_coarse

# Similarity: the earlier profile is half as wide and gives the same D
xe, Ne, change_early = early
D_early = sauer_freise(xe, Ne, molar_volume(Ne, curved), TIME / 4)[0]
error_early = np.max(np.abs(D_early / D_true - 1))
place_late = at_levels(x, scaled(N))
place_early = at_levels(xe, scaled(Ne))
assert error_early < 2e-2
assert np.max(np.abs(place_late - 2 * place_early)) < 0.3
assert abs(change / change_early - 2) < 0.06

# Same profile analysed as if the molar volume were constant
D_ignored = sauer_freise(x, N, np.ones_like(x), TIME)[0]
bias = D_ignored / D_true - 1
assert bias[0] > 0.02 and bias[-1] < -0.02

# Length change and the separate balance planes of A and B
Y = scaled(N)
change_profile = trapezoid(1 - (V[0] * (1 - Y) + V[-1] * Y) / V, x)
assert abs(change_profile - change) < 0.05
planes = []
for C in ((1 - N) / V, N / V):
    plane = balance_plane(x, C)
    assert abs(plane - C[-1] * change / (C[-1] - C[0])) < 0.05
    planes.append(plane)
assert abs(planes[1] - planes[0]) > 1.0

# Molar volume linear in composition: no length change, V still matters
linear = (7.0, 10.0, 0.0)
xl, Nl, change_linear = anneal(linear, 300)[1]
D_linear_true = expected_diffusivity(N_levels, linear)
D_linear = sauer_freise(xl, Nl, molar_volume(Nl, linear), TIME)[0]
error_linear = np.max(np.abs(D_linear / D_linear_true - 1))
D_linear_ignored = sauer_freise(xl, Nl, np.ones_like(xl), TIME)[0]
bias_linear = D_linear_ignored / D_linear_true - 1
assert abs(change_linear) < 1e-6
assert error_linear < 2e-2
assert np.max(np.abs(bias_linear)) > 0.02

# Constant molar volume: compare with the Boltzmann-Matano integral
constant = (8.0, 8.0, 0.0)
xk, Nk, _ = anneal(constant, 600)[1]
Yk = scaled(Nk)
D_const, slope_const = sauer_freise(
    xk, Nk, molar_volume(Nk, constant), TIME)[:2]
matano = xk[-1] - trapezoid(Yk, xk)


def boltzmann_matano(plane):
    area = cumulative_trapezoid(xk - plane, Yk, initial=0)
    return -at_levels(area, Yk) / (2 * TIME * slope_const)


D_matano = boltzmann_matano(matano)
D_const_true = expected_diffusivity(N_levels, constant)
error_const = np.max(np.abs(D_const / D_const_true - 1))
assert error_const < 5e-3
assert np.max(np.abs(D_matano / D_const - 1)) < 1e-5
misplacement = 2.0
D_shifted = boltzmann_matano(matano + misplacement)
predicted = misplacement * LEVELS / (2 * TIME * slope_const)
assert np.max(np.abs(D_shifted - D_matano - predicted)) < 1e-6
shift_percent = 100 * (D_shifted / D_matano - 1)

mid = 4
print(f"Anneal time: {TIME:.0f} s")
print(f"End mole fractions of B: {N_LEFT}, {N_RIGHT}")
print(f"End molar volumes: {V[0]:.3f}, {V[-1]:.3f} cm^3/mol")
print("Ingredients at Y = 0.5 (N = 0.5):")
print(f"  molar volume: {V_star[mid]:.4f} cm^3/mol")
print(f"  dY/dx: {slope[mid]:.6f} 1/um")
print(f"  left integral of Y/V: {left[mid]:.5f} um mol/cm^3")
print(f"  right integral of (1-Y)/V: {right[mid]:.5f} um mol/cm^3")
print(f"  recovered D: {D[mid]:.6f} um^2/s = {D[mid]*1e-12:.4e} m^2/s")
VA_mid, VB_mid = partial_volumes(0.5, curved)
print(f"  partial volumes A, B: {VA_mid:.3f}, {VB_mid:.3f} cm^3/mol")
print(f"  D from intrinsic values: {D_true[mid]:.6f} um^2/s")
print("Y, N, D recovered, D expected (um^2/s), bias if V ignored (%):")
for k in range(len(LEVELS)):
    print(f"  {LEVELS[k]:.1f}  {N_levels[k]:.2f}  {D[k]:.6f}"
          f"  {D_true[k]:.6f}  {100*bias[k]:+.2f}")
print(f"Largest error of D, 600 cells: {100*error:.3f} %")
print(f"Largest error of D, 300 cells: {100*error_coarse:.3f} %")
print(f"Largest error of D at t/4, 600 cells: {100*error_early:.3f} %")
print(f"Position of Y = 0.1 at t/4: {place_early[0]:.2f} um")
print(f"Position of Y = 0.1 at t: {place_late[0]:.2f} um")
print(f"Length change at t/4: {change_early:.3f} um")
print(f"Length change at t: {change:.3f} um")
print(f"Length change from profile integral: {change_profile:.3f} um")
print(f"Balance plane of A: {planes[0]:.3f} um")
print(f"Balance plane of B: {planes[1]:.3f} um")
print("Linear molar volume, 300 cells:")
print(f"  length change below 1e-6 um: {abs(change_linear) < 1e-6}")
print(f"  largest error of D: {100*error_linear:.3f} %")
print(f"  bias if V ignored, Y = 0.1: {100*bias_linear[0]:+.2f} %")
print(f"  bias if V ignored, Y = 0.9: {100*bias_linear[-1]:+.2f} %")
print(f"Constant molar volume {constant[0]:.1f} cm^3/mol, 600 cells:")
print(f"  Matano plane: {matano:.3f} um")
print(f"  D at Y = 0.5, Sauer-Freise: {D_const[mid]:.6f} um^2/s")
print(f"  D at Y = 0.5, Boltzmann-Matano: {D_matano[mid]:.6f} um^2/s")
print(f"  largest error of D: {100*error_const:.3f} %")
print(f"  plane misplaced by: {misplacement:.1f} um")
for k in (0, mid, 8):
    print(f"  change of D at Y = {LEVELS[k]:.1f}: {shift_percent[k]:+.2f} %")
print("PASS")
```

Running it gives:

```
Anneal time: 360000 s
End mole fractions of B: 0.1, 0.9
End molar volumes: 7.210, 9.610 cm^3/mol
Ingredients at Y = 0.5 (N = 0.5):
  molar volume: 8.2500 cm^3/mol
  dY/dx: 0.007815 1/um
  left integral of Y/V: 2.45949 um mol/cm^3
  right integral of (1-Y)/V: 2.34606 um mol/cm^3
  recovered D: 0.003523 um^2/s = 3.5232e-15 m^2/s
  partial volumes A, B: 6.750, 9.750 cm^3/mol
  D from intrinsic values: 0.003523 um^2/s
Y, N, D recovered, D expected (um^2/s), bias if V ignored (%):
  0.1  0.18  0.002731  0.002730  +6.23
  0.2  0.26  0.002984  0.002983  +5.12
  0.3  0.34  0.003198  0.003197  +3.65
  0.4  0.42  0.003376  0.003376  +2.01
  0.5  0.50  0.003523  0.003523  +0.30
  0.6  0.58  0.003643  0.003643  -1.45
  0.7  0.66  0.003740  0.003740  -3.16
  0.8  0.74  0.003819  0.003818  -4.77
  0.9  0.82  0.003883  0.003883  -6.09
Largest error of D, 600 cells: 0.014 %
Largest error of D, 300 cells: 0.052 %
Largest error of D at t/4, 600 cells: 0.052 %
Position of Y = 0.1 at t/4: -27.88 um
Position of Y = 0.1 at t: -55.77 um
Length change at t/4: -1.081 um
Length change at t: -2.163 um
Length change from profile integral: -2.163 um
Balance plane of A: 0.196 um
Balance plane of B: -2.539 um
Linear molar volume, 300 cells:
  length change below 1e-6 um: True
  largest error of D: 0.057 %
  bias if V ignored, Y = 0.1: +6.67 %
  bias if V ignored, Y = 0.9: -5.51 %
Constant molar volume 8.0 cm^3/mol, 600 cells:
  Matano plane: -0.000 um
  D at Y = 0.5, Sauer-Freise: 0.003750 um^2/s
  D at Y = 0.5, Boltzmann-Matano: 0.003750 um^2/s
  largest error of D: 0.059 %
  plane misplaced by: 2.0 um
  change of D at Y = 0.1: +2.41 %
  change of D at Y = 0.5: +4.89 %
  change of D at Y = 0.9: +19.25 %
PASS
```
